\section*{The Bethe mean excitation energy of atomic hydrogen}

\section{Problem}

A fast charged particle crossing a gas loses energy by exciting and ionizing the atoms. In Bethe's leading high-speed formula for this loss, the excitation spectrum of the target enters through one energy $I$. It is a geometric mean of the transition energies, weighted by dipole oscillator strength.

Consider a free hydrogen atom in its 1s state, nonrelativistic and with an infinitely heavy nucleus. Hartree atomic units are used, so energies inside logarithms are in hartree. Let $\omega$ be a transition energy, $f_n$ the oscillator strength of the line $1s\to np$, and $df/d\omega$ the strength per unit energy for ionization. Then
\begin{equation}
\ln I=\sum_{n=2}^{\infty} f_n\ln\omega_n
+\int_{1/2}^{\infty}\frac{df}{d\omega}\,\ln\omega\,d\omega .
\label{def}
\end{equation}

(a) Estimate $I$ from scaling and from averages over the ground state, without using any excited state.

(b) Derive $f_n$ and $df/d\omega$, and evaluate $I$.

(c) Compare the two results. Does $I$ lie above or below the ionization energy, and which transitions decide this?

\section{First estimate by scaling}

For a nucleus of charge $Z$, the substitution $r=\rho/Z$ turns the Hamiltonian into $Z^2$ times that of hydrogen. All transition energies grow as $Z^2$, while the strengths, which contain energy times length squared, do not change. Hence $I=cZ^2$, with a pure number $c$. Three sums over the spectrum confine $c$.

For light polarized along $z$, a transition from the ground state $|0\rangle$ to $|j\rangle$ has strength $f_j=2\omega_j|z_{j0}|^2$. Sums over $j$ below include the continuum. From $[H,z]=-ip_z$ and $[z,p_z]=i$,
\begin{equation}
\sum_j f_j=\langle[z,[H,z]]\rangle=\langle[z,-ip_z]\rangle=1 .
\label{trk}
\end{equation}
The first equality follows on writing out the double commutator: two terms give $2\langle zHz\rangle$, the other two give $-2E_0\langle z^2\rangle$. The strengths are therefore normalized weights. An overbar will denote the average with these weights, so that $\ln I=\overline{\ln\omega}$.

Completeness gives two more averages. Since $\langle z\rangle=0$,
\begin{equation}
\overline{\omega^{-1}}=2\sum_j|z_{j0}|^2=2\langle z^2\rangle
=\tfrac23\langle r^2\rangle=2,
\end{equation}
where $\langle r^2\rangle=\int_0^\infty 4r^4e^{-2r}dr=3$. Since $\omega_jz_{j0}=\langle j|[H,z]|0\rangle=-i(p_z)_{j0}$,
\begin{equation}
\overline{\omega}=2\sum_j\omega_j^2|z_{j0}|^2=2\langle p_z^2\rangle
=\tfrac23\langle p^2\rangle=\tfrac23 ,
\end{equation}
where $\langle p^2\rangle=1$ is twice the kinetic energy of the ground state.

The logarithm is concave, so $\overline{\ln\omega}<\ln\overline{\omega}$. The same inequality for $1/\omega$ gives $-\ln I<\ln\overline{\omega^{-1}}$. Together,
\begin{equation}
\frac12<I<\frac23,
\qquad\text{or}\qquad 13.606\ \text{eV}<I<18.141\ \text{eV}.
\label{bounds}
\end{equation}
The lower bound is the ionization energy, so part of question (c) is answered already: $I$ lies above it.

For a single estimate, put $y=\ln(\omega/I)$, which has $\overline{y}=0$. If the weights were symmetric in $y$, then $\overline{e^{y}}=\overline{e^{-y}}$, that is, $\overline{\omega}/I=I\,\overline{\omega^{-1}}$. This gives
\begin{equation}
I_{\rm est}=\sqrt{\frac{\overline{\omega}}{\overline{\omega^{-1}}}}
=\sqrt{\frac{2/3}{2}}=\frac1{\sqrt3}\approx0.577 ,
\label{estimate}
\end{equation}
or about 15.7 eV. The symmetry is an assumption, which the full spectrum will judge.

\section{Exact solution}

\subsection{Reduction to radial functions}

Write a wave function as $u(r)/r$ times a spherical harmonic. The ground state has $u_{10}=2re^{-r}$. The operator $z=r\cos\theta$ connects it to the p state with $m=0$, and the angular integral is $\int Y_{10}^*\cos\theta\,Y_{00}\,d\Omega=1/\sqrt3$. Hence
\begin{equation}
f=\frac23\,\omega R^2,\qquad R=\int_0^\infty u_p(r)\,r\,u_{10}(r)\,dr .
\label{fR}
\end{equation}
For bound states $2\omega_n=1-1/n^2$. For continuum states of momentum $k$, $2\omega=1+k^2$; if $u_p$ is normalized per unit energy, (\ref{fR}) gives $df/d\omega$.

With $E=-q^2/2$, the p-wave equation is $u''+(2/r-2/r^2-q^2)u=0$. Inserting $u=r^2e^{-qr}v$ gives
\begin{equation}
rv''+(4-2qr)v'+(2-4q)v=0 .
\end{equation}
In the variable $x=2qr$, after division by $2q$, this is Kummer's equation $xv''+(4-x)v'-(2-1/q)v=0$. Its regular solution is $F(2-1/q;4;x)$, where
\begin{equation}
F(\alpha;b;x)=\sum_{j\ge0}\frac{(\alpha)_j}{(b)_j}\frac{x^j}{j!},
\qquad(\alpha)_j=\alpha(\alpha+1)\cdots(\alpha+j-1).
\end{equation}
For bound states $q=1/n$ and
\begin{equation}
u_p=N r^2e^{-r/n}F(2-n;4;2r/n).
\label{up}
\end{equation}
The continuum follows from $q=ik$, that is, $n=-i/k$.

\subsection{Normalization}

The constant $N$ is found from the simpler s functions. Let $A=d/dr-1/r+1$, with adjoint $A^\dagger=-d/dr-1/r+1$. Multiplying out,
\begin{align}
A^\dagger A&=-\frac{d^2}{dr^2}-\frac2r+1=2\left(H_0+\tfrac12\right),\\
AA^\dagger&=-\frac{d^2}{dr^2}+\frac2{r^2}-\frac2r+1=2\left(H_1+\tfrac12\right),
\end{align}
where $H_l$ is the radial Hamiltonian for angular momentum $l$. Hence $H_1A=AH_0$: acting on an s function, $A$ gives a p function of the same energy. The squared norm is multiplied by $2(E+\frac12)=2\omega$, so $u_p=Au_s/\sqrt{2\omega}$ is normalized if $u_s$ is.

Near the origin let $u_s=a(r-r^2+cr^3+\dots)$. The terms linear in $r$ in $u_s''=(-2/r-2E)u_s$ give $6c=2-2E$. In $Au_s$ the terms below $r^2$ cancel, leaving
\begin{equation}
Au_s=a(3c-c-1)r^2+\dots=-\frac{a(1+2E)}3r^2+\dots=-\frac{2\omega a}{3}r^2+\dots
\end{equation}
Dividing by $\sqrt{2\omega}$ and squaring,
\begin{equation}
N^2=\frac{2\omega a^2}{9}.
\label{N}
\end{equation}

\emph{Bound states.} Multiply $u_s''=2(V-E)u_s$, with $V=-1/r$, by $u_s'$ and integrate. The left side is $-a^2/2$. The right side, integrated by parts, is $-\int V'u_s^2dr=-\langle r^{-2}\rangle$, so $a^2=2\langle r^{-2}\rangle$. To find this mean, treat $l$ as continuous in the term $l(l+1)/(2r^2)$ and in the energy $-1/[2(n_r+l+1)^2]$, at fixed number of radial nodes $n_r$. The derivative of the energy is the mean derivative of the Hamiltonian:
\begin{equation}
\frac{2l+1}{2}\langle r^{-2}\rangle=\frac1{n^3}.
\end{equation}
At $l=0$ this gives $\langle r^{-2}\rangle=2/n^3$ and $a^2=4/n^3$.

\emph{Continuum.} The substitution used above, with $r$ in place of $r^2$, gives $u_s=a\,re^{-ikr}F(1+i/k;2;2ikr)$. Expanding the exponential in the following integral and using the beta integral reproduces the series for $F$:
\begin{equation}
F(\alpha;2;x)=\frac1{\Gamma(\alpha)\Gamma(2-\alpha)}
\int_0^1e^{xt}t^{\alpha-1}(1-t)^{1-\alpha}dt .
\end{equation}
For large imaginary $x$ the two end points dominate. The end $t=1$ contributes $e^xx^{\alpha-2}/\Gamma(\alpha)$. With $\alpha=1+i/k$ and $x=2ikr$, its modulus is $e^{-\pi/(2k)}/(2kr|\Gamma(1+i/k)|)$. In $u_s$ the end $t=0$ gives the complex conjugate term, so $u_s$ oscillates with amplitude
\begin{equation}
B=\frac{a\,e^{-\pi/(2k)}}{k\,|\Gamma(1+i/k)|}.
\end{equation}
Waves of amplitude $B$ have overlap $B^2(\pi/2)\delta(k-k')=B^2(\pi k/2)\delta(E-E')$; the slow logarithmic Coulomb phase does not change the delta function. Normalization per unit energy thus requires $B^2=2/(\pi k)$. With $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$,
\begin{equation}
a^2=\frac{2k}{\pi}\,e^{\pi/k}\,\frac{\pi/k}{\sinh(\pi/k)}
=\frac4{1-e^{-2\pi/k}} .
\end{equation}

\subsection{The dipole integral}

Integrating the series for $F$ term by term, with $\int_0^\infty r^{3+j}e^{-sr}dr=6\,(4)_j/s^{4+j}$, gives
\begin{equation}
G(s)=\int_0^\infty r^3e^{-sr}F(\alpha;4;\kappa r)\,dr
=6s^{\alpha-4}(s-\kappa)^{-\alpha}.
\end{equation}
The remaining sum was the binomial series for $(1-\kappa/s)^{-\alpha}$. It converges for $|s|>|\kappa|$. The result continues analytically to all $s$ with $\mathrm{Re}\,s$ and $\mathrm{Re}(s-\kappa)$ positive, which covers the continuum case $s=1+ik$, $\kappa=2ik$.

The integral needed is $R=2NM$ with $M=-G'(s)$, because one more power of $r$ is a derivative in $s$. For $\alpha=2-n$,
\begin{equation}
M=6s^{-n-3}(s-\kappa)^{n-3}\left[(n+2)(s-\kappa)-(n-2)s\right].
\end{equation}
The bracket is $4s-(n+2)\kappa$. At $s=1+1/n$ and $\kappa=2/n$ it equals $4+4/n-2-4/n=2$, so
\begin{equation}
M=12\left(1+\frac1n\right)^{-n-3}\left(1-\frac1n\right)^{n-3}.
\label{M}
\end{equation}

\subsection{Oscillator strengths}

Equations (\ref{fR}) and (\ref{N}) combine to $f=\frac13(2\omega)\,4N^2M^2=\frac4{27}(2\omega)^2a^2M^2$. For bound states, $a^2=4/n^3$ and $2\omega_n=(1-1/n)(1+1/n)$ give
\begin{align}
f_n&=\frac{256}{3n^3}\left(1-\frac1n\right)^{2n-4}
\left(1+\frac1n\right)^{-2n-4}\notag\\
&=\frac{256\,n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}} .
\label{fn}
\end{align}
For the continuum, put $1/n=ik$ in (\ref{M}). The factors combine to $(1+k^2)^{-3}[(1-ik)/(1+ik)]^n$. The ratio in brackets is $e^{-2i\arctan k}$, and raising it to the power $n=-i/k$ gives $e^{-2\arctan(k)/k}$. Therefore
\begin{equation}
\frac{df}{d\omega}=\frac{256}{3(1+k^2)^4}\,
\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .
\label{fc}
\end{equation}

Two limits show how the pieces fit. High Rydberg levels are spaced by $d\omega_n/dn=1/n^3$, so $n^3f_n$ is their strength per unit energy. By (\ref{fn}) it tends to $256e^{-4}/3\approx1.563$, which is also the limit of (\ref{fc}) for $k\to0$: the spectrum has no step at threshold. For $k\to\infty$, $1-e^{-2\pi/k}\to2\pi/k$ and $df/d\omega\to128/(3\pi k^7)$, which falls as $\omega^{-7/2}$. The integrals for $\ln I$ and for $\overline{\omega}$ therefore converge.

\subsection{The logarithmic sum}

It is convenient to measure energies from the ionization energy, $\frac12$ hartree, and to sum $f\ln(2\omega)$. Because the total strength is one, this subtracts $\ln\frac12$ from $\ln I$. For the first line,
\begin{equation}
f_2=\frac{256\cdot32}{3\cdot3^8}=0.416197,\qquad
f_2\ln\frac34=-0.119732 .
\end{equation}
The other lines follow in the same way, and the continuum is integrated numerically over $k$ with $d\omega=k\,dk$:
\begin{center}
\begin{tabular}{lrr}
Transitions & Strength & $f\ln(2\omega)$\\ \hline
$n=2$ & 0.4162 & $-0.1197$\\
$n=3$ & 0.0791 & $-0.0093$\\
$n=4$ & 0.0290 & $-0.0019$\\
$n=5$ & 0.0139 & $-0.0006$\\
$n\ge6$ & 0.0268 & $-0.0004$\\
$\omega=0.5$ to 1 & 0.3163 & $+0.0879$\\
$\omega=1$ to 2 & 0.0892 & $+0.0861$\\
$\omega=2$ to 5 & 0.0254 & $+0.0433$\\
$\omega>5$ & 0.0042 & $+0.0116$
\end{tabular}
\end{center}
The bound part sums to $-0.131934$ and the continuum to $+0.228916$. Hence
\begin{equation}
\ln(2I)=-0.131934+0.228916=0.096982,
\end{equation}
\begin{equation}
I=\tfrac12e^{0.096982}=0.5509\ \text{hartree}=15.0\ \text{eV}.
\label{result}
\end{equation}

With energies in hartree inside the logarithms, the two parts are $-0.523566$ and $-0.072600$. Both are now negative, yet they give the same $I$. The two parts and their sum all depend on the unit of energy. By (\ref{trk}), a change of unit shifts the sum by exactly the logarithm of the conversion factor, so the energy $I$ itself is unchanged.

The value can be confirmed without (\ref{fn}) or (\ref{fc}). The p-wave Hamiltonian is diagonalized in the functions $r^2e^{-r}L_j^{(3)}(2r)$, with $L_j^{(3)}$ the associated Laguerre polynomials, and (\ref{def}) is summed over the discrete states that result. With 5, 10 and 20 functions this gives 0.55059, 0.55090 and 0.55092 hartree; with 150 functions it gives 0.550920, which is the value $\tfrac12e^{0.096982}$ of (\ref{result}) to six decimals.

\section{Comparison}

The estimate (\ref{estimate}) is 4.8\% above the computed $I$. Since $\ln I$ is what enters the stopping formula, the error there is an additive 0.047. The cause is the assumed symmetry. With the computed $I$, $\overline{e^y}=\overline{\omega}/I=1.210$ and $\overline{e^{-y}}=I\,\overline{\omega^{-1}}=1.102$, so
\begin{equation}
\overline{\sinh y-y}=\frac{1.210-1.102}{2}=0.054 .
\end{equation}
The function $\sinh y-y$ is odd and increasing, so it would average to zero for symmetric weights. Its positive average shows that large deviations above $I$, on a logarithmic scale, outweigh those below it. The lowest transition lies at $0.375$ hartree, while the continuum has no upper end.

This asymmetry is not what puts $I$ above the ionization energy: symmetric weights with the same $\overline{\omega}$ and $\overline{\omega^{-1}}$ would give (\ref{estimate}), which is higher still. Question (c) is settled by comparing the bound and continuum parts, each measured from threshold. Bound transitions carry 56.5\% of the strength, but none of them lies far below threshold. Their own geometric mean energy is $13.606\,e^{-0.1319/0.5650}\approx10.8$ eV, close to the $n=2$ line. For the continuum it is $13.606\,e^{0.2289/0.4350}\approx23.0$ eV. The smaller weight sits further from threshold in the logarithm, and it wins. Energies above 2 hartree hold 3\% of the strength but supply 24\% of the positive continuum contribution.

It follows that $I$ is neither a level of the atom nor a threshold for energy loss. A single collision can transfer 10.2 eV, the energy of the $n=2$ line, although $I$ is larger.

Two effects left out of the model are small. With a proton of finite mass, all transition energies scale with the reduced mass, which lowers $I$ by 8.2 meV. Relativistic corrections have the relative scale $\alpha^2$, with $\alpha$ the fine-structure constant, and $\alpha^2I$ is 0.8 meV. Neither changes 15.0 eV at the digits given.

Chemical bonding matters far more. The hydrogen in an electron-beam resist is bonded, and its spectrum is not that of the free atom. For the hydrogen molecule $I$ is roughly 19 eV, which at fixed projectile speed lowers the logarithm in the stopping formula by about $\ln(19/15)\approx0.24$. In the resist poly(methyl methacrylate), most electrons belong to carbon and oxygen. Their valence electrons alone already have a mean excitation energy well above that of the hydrogen molecule, and their 1s electrons, with much larger transition energies, raise $I$ further. The atomic value is thus not a resist parameter. The use of $I$ itself also has a limit: when a projectile has slowed until its speed is comparable with those of the target electrons, the leading high-speed formula fails, and one mean energy no longer describes the loss.

The computed strengths and spectral sums are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Bound lines: n, w_n (hartree), f_n, f_n ln(w_n/ionization energy)
  2  0.375000  0.416197  -0.119732
  3  0.444444  0.079102  -0.009317
  4  0.468750  0.028991  -0.001871
  5  0.480000  0.013938  -0.000569
  n>=6: strength 0.026776, log part -0.000445
Continuum bands: w range (hartree), strength, log part (same reference)
  0.5 to 1.0: 0.316251  +0.087948
  1.0 to 2.0: 0.089181  +0.086079
  2.0 to 5.0: 0.025359  +0.043325
  5.0 to inf: 0.004205  +0.011565
df/dw at threshold (1/hartree): 1.562935
Bound strength: 0.565004
Continuum strength: 0.434996
Total strength: 1.00000000
Bound log sum, w in hartree: -0.523566
Continuum log integral, w in hartree: -0.072600
ln(I/hartree): -0.596165
Bound log sum, relative to ionization energy: -0.131934
Continuum log integral, same reference: +0.228916
ln(I/ionization energy): +0.096982
Sum of f/w (1/hartree): 2.000000
Sum of f*w (hartree): 0.666667
Lower bound on I (eV): 13.606
Upper bound on I (eV): 18.141
Hartree energy (eV): 27.211386
Mean excitation energy I (hartree): 0.550920
Mean excitation energy I (eV): 14.9913
I from diagonalization, 5 functions (hartree): 0.55059188
I from diagonalization, 10 functions (hartree): 0.55090157
I from diagonalization, 20 functions (hartree): 0.55091935
I from diagonalization, 150 functions (hartree): 0.55092016
Largest relative error, bound quadrature test: 7.3e-12
Largest relative error, continuum quadrature test: 1.6e-13
Finite-proton-mass shift of I (meV): -8.16
Relativistic scale alpha^2 I (meV): 0.80
\end{verbatim}
